\section*{The frozen-core Hamiltonian for valence electrons, derived against objections}

\section{What is being frozen}

Q: You propose to remove the core electrons from the Hamiltonian. Electrons are identical. Which ones do you intend to remove?

A: None can be singled out, and none needs to be. What is fixed is the occupation of certain orbitals. Take a set of orthonormal spatial orbitals, possibly complex, and divide it in two. Core orbitals are labelled $i,j,k,l$. All other orbitals that are kept, occupied or empty, are called valence and labelled $t,u,v,w$. The labels $p,q,r,s$ run over both sets, and $\sigma,\tau$ denote spin. The frozen-core approximation restricts the wave function to states in which every core orbital holds two electrons. Such states are fully antisymmetric in all electrons.

Q: Then write the Hamiltonian before you restrict anything, with its conventions.

A: For fixed nuclei and no spin-dependent forces, in Hartree atomic units,
\begin{equation}
H=E_{\rm nuc}+\sum_{pq}h_{pq}\sum_\sigma a^\dagger_{p\sigma}a_{q\sigma}
+\frac12\sum_{pqrs}(pq|rs)\sum_{\sigma\tau}a^\dagger_{p\sigma}a^\dagger_{r\tau}a_{s\tau}a_{q\sigma}.
\label{H}
\end{equation}
Here $E_{\rm nuc}$ is the nuclear repulsion, $h_{pq}$ holds the kinetic energy and the attraction to the nuclei, and
\begin{equation}
(pq|rs)=\iint \phi_p^*(1)\phi_q(1)\,\frac1{r_{12}}\,\phi_r^*(2)\phi_s(2)\,d1\,d2 .
\end{equation}
Exchanging the names of the two integration variables gives $(pq|rs)=(rs|pq)$. That is the one integral symmetry I shall use; it holds for complex orbitals too. I abbreviate $E_{pq}=\sum_\sigma a^\dagger_{p\sigma}a_{q\sigma}$.

Q: A valence-only operator acts on states with fewer electrons than $H$ does. How can the two be equal?

A: Through a map between the two spaces. Let
\begin{equation}
C^\dagger=\prod_i a^\dagger_{i\uparrow}a^\dagger_{i\downarrow}
\end{equation}
fill the core, and let $V$ take a state $|\Phi\rangle$ with valence electrons alone to $V|\Phi\rangle=C^\dagger|\Phi\rangle$. For one core orbital,
\begin{equation}
a_{i\downarrow}a_{i\uparrow}a^\dagger_{i\uparrow}a^\dagger_{i\downarrow}
=(1-n_{i\uparrow})(1-n_{i\downarrow}),
\end{equation}
with $n_{i\sigma}=a^\dagger_{i\sigma}a_{i\sigma}$. This equals 1 on a state without core electrons. The same holds orbital by orbital, so $V^\dagger V=1$: norms and overlaps are preserved. The operator we want is $V^\dagger HV$, whose matrix elements are $\langle\Phi|C\,H\,C^\dagger|\Phi'\rangle$. Equivalently, it represents $PHP$, where $P=VV^\dagger$ projects on the filled-core states.

\section{Which terms survive}

Q: Fermion operators change sign when they pass each other. Will removing the core not scatter signs over the valence operators?

A: Each valence operator anticommutes with every factor of $C^\dagger$, and the number of factors is even. The signs cancel, so valence operators commute with $C^\dagger$. In each term of $H$ I can therefore move the core operators to the left, recording the sign of that move, and let them act on the filled core by themselves.

For one creator and one annihilator the outcome is
\begin{equation}
a^\dagger_{i\sigma}a_{j\tau}\;\longrightarrow\;\delta_{ij}\delta_{\sigma\tau}.
\label{rule}
\end{equation}
If the two spin orbitals differ, $a^\dagger_{i\sigma}$ tries to fill a place that is already full and gives zero. If they coincide, the product is the occupation number, which is 1.

A term that changes the number of core electrons leads out of the filled-core space or gives zero, so $P$ removes it. This disposes of all terms with an odd number of core operators.

Q: Apply that to the one-electron part first.

A: The elements $h_{it}$ and $h_{ti}$ have one core operator and drop out. The core block gives, by \eqref{rule}, $\sum_{ij}h_{ij}\sum_\sigma\delta_{ij}=2\sum_i h_{ii}$. The valence block is untouched. Thus
\begin{equation}
\sum_{pq}h_{pq}E_{pq}\;\longrightarrow\;2\sum_i h_{ii}+\sum_{tu}h_{tu}E_{tu}.
\label{one}
\end{equation}

\section{The repulsion inside the core}

Q: Now the repulsion. With four core indices, do you not count an electron repelling itself when both indices are the same orbital?

A: Let us see. The string is $a^\dagger_{i\sigma}a^\dagger_{k\tau}a_{l\tau}a_{j\sigma}$, with integral $(ij|kl)$. The core is restored if the two spin orbitals emptied are the two that are refilled. There are two ways.

In the direct way, $j=i$ and $l=k$. For different spin orbitals $i\sigma$ and $k\tau$ the string is $n_{i\sigma}n_{k\tau}=1$. In the exchange way, $j=k$, $l=i$ and $\sigma=\tau$. Interchanging the two annihilators gives
\begin{equation}
a^\dagger_{i\sigma}a^\dagger_{k\sigma}a_{i\sigma}a_{k\sigma}
=-a^\dagger_{i\sigma}a^\dagger_{k\sigma}a_{k\sigma}a_{i\sigma}=-1 .
\end{equation}
If $i\sigma$ and $k\tau$ are the same spin orbital, the string vanishes, because it removes one electron twice. The sum of the two ways, $1-1=0$, reproduces this. One formula therefore covers all cases:
\begin{equation}
a^\dagger_{i\sigma}a^\dagger_{k\tau}a_{l\tau}a_{j\sigma}\;\longrightarrow\;
\delta_{ij}\delta_{kl}-\delta_{\sigma\tau}\delta_{il}\delta_{jk}.
\end{equation}
Insert it in \eqref{H}. The double spin sum of 1 is 4, and that of $\delta_{\sigma\tau}$ is 2:
\begin{align}
\frac12\sum_{ik}\sum_{\sigma\tau}\bigl[(ii|kk)-\delta_{\sigma\tau}(ik|ki)\bigr]
&=\frac12\sum_{ik}\bigl[4(ii|kk)-2(ik|ki)\bigr]\nonumber\\
&=\sum_{ij}\bigl[2(ii|jj)-(ij|ji)\bigr],
\label{four}
\end{align}
where $k$ was renamed $j$. The term $i=j$ is $2(ii|ii)-(ii|ii)=(ii|ii)$, the repulsion between the two electrons of opposite spin in one orbital. No self-repulsion remains.

\section{The repulsion between core and valence}

Q: The mixed terms are where I expect a lost factor of two. How many are there?

A: Two of the four positions in $a^\dagger_{p\sigma}a^\dagger_{r\tau}a_{s\tau}a_{q\sigma}$ must be core, which gives six choices. If both creators are core, they act on full orbitals and give zero. If both annihilators are core, the core loses two electrons and $P$ removes the result. Four choices remain.

First, $p=i$, $q=j$, $r=t$, $s=u$. Moving $a_{j\sigma}$ to the left past two operators costs no sign:
\begin{equation}
a^\dagger_{i\sigma}a^\dagger_{t\tau}a_{u\tau}a_{j\sigma}
=a^\dagger_{i\sigma}a_{j\sigma}\,a^\dagger_{t\tau}a_{u\tau}
\;\longrightarrow\;\delta_{ij}\,a^\dagger_{t\tau}a_{u\tau}.
\end{equation}
The sum over $\sigma$ gives 2, which cancels the prefactor $\frac12$. The contribution is $\sum_{tu}\sum_i(ii|tu)E_{tu}$.

Second, $r=i$, $s=j$, $p=t$, $q=u$. The core pair passes $a^\dagger_{t\sigma}$ as a pair, again without a sign:
\begin{equation}
a^\dagger_{t\sigma}a^\dagger_{i\tau}a_{j\tau}a_{u\sigma}
=a^\dagger_{i\tau}a_{j\tau}\,a^\dagger_{t\sigma}a_{u\sigma}
\;\longrightarrow\;\delta_{ij}\,a^\dagger_{t\sigma}a_{u\sigma}.
\end{equation}
This contributes $\sum_{tu}\sum_i(tu|ii)E_{tu}$. Since $(ii|tu)=(tu|ii)$, the two direct choices add up to $2(tu|ii)$ for each core orbital.

Q: And the exchange terms? There the spins are tied together.

A: That is why their factor is smaller. Third, $p=i$, $s=j$, $r=t$, $q=u$. One interchange brings the core operators together:
\begin{equation}
a^\dagger_{i\sigma}a^\dagger_{t\tau}a_{j\tau}a_{u\sigma}
=-a^\dagger_{i\sigma}a_{j\tau}\,a^\dagger_{t\tau}a_{u\sigma}
\;\longrightarrow\;-\delta_{ij}\delta_{\sigma\tau}\,a^\dagger_{t\sigma}a_{u\sigma}.
\end{equation}
The integral is $(iu|ti)$. One spin sum is used up by $\delta_{\sigma\tau}$ and the other builds $E_{tu}$, so the contribution is $-\frac12\sum_{tu}\sum_i(iu|ti)E_{tu}$.

Fourth, $r=i$, $q=j$, $p=t$, $s=u$. Interchange the annihilators, which gives a minus sign, then move the core pair past $a^\dagger_{t\sigma}$:
\begin{align}
a^\dagger_{t\sigma}a^\dagger_{i\tau}a_{u\tau}a_{j\sigma}
&=-a^\dagger_{t\sigma}a^\dagger_{i\tau}a_{j\sigma}a_{u\tau}
=-a^\dagger_{i\tau}a_{j\sigma}\,a^\dagger_{t\sigma}a_{u\tau}\nonumber\\
&\longrightarrow-\delta_{ij}\delta_{\sigma\tau}\,a^\dagger_{t\sigma}a_{u\sigma}.
\end{align}
The integral is now $(ti|iu)$, equal to $(iu|ti)$. The two halves add up to $-\sum_{tu}\sum_i(ti|iu)E_{tu}$.

Q: Put the pieces together, then.

A: Terms without core indices pass through unchanged. With \eqref{one}, \eqref{four} and the four mixed contributions,
\begin{equation}
V^\dagger HV=E_{\rm core}+\sum_{tu}\tilde h_{tu}E_{tu}
+\frac12\sum_{tuvw}(tu|vw)\sum_{\sigma\tau}a^\dagger_{t\sigma}a^\dagger_{v\tau}a_{w\tau}a_{u\sigma},
\label{result}
\end{equation}
\begin{align}
E_{\rm core}&=E_{\rm nuc}+2\sum_i h_{ii}+\sum_{ij}\bigl[2(ii|jj)-(ij|ji)\bigr],\label{ecore}\\
\tilde h_{tu}&=h_{tu}+\sum_i\bigl[2(tu|ii)-(ti|iu)\bigr].\label{dressed}
\end{align}
Nothing in the derivation fixed the number or spin of the valence electrons, so one set of integrals serves them all. The numerical check builds $H$ from its operator strings and compares its filled-core block with \eqref{result}. For random complex integrals with two core and three valence orbitals, in all 16 valence spin sectors, the largest deviation is $4\times10^{-14}$.

\section{What the dressing means}

Q: What does a valence electron feel, in plain terms?

A: The term $2(tu|ii)$ is the electrostatic repulsion from the charge cloud of two electrons in $\phi_i$. The term $-(ti|iu)$ is exchange with the one core electron of equal spin. Consider a valence orbital at a large distance $R$ from a compact core of $n_c$ orbitals. Each $(tt|ii)$ tends to $1/R$, while $(ti|it)$ vanishes with the product $\phi_t^*\phi_i$, which dies out as the two orbitals cease to share a region of space. The core then adds $2n_c/R$, and a nucleus of charge $Z$ acts at leading order as a charge $Z-2n_c$.

Close to the nucleus this picture fails. There the Pauli principle matters, and it is kept by the restriction of $t,u$ to orbitals orthogonal to the core. The operator $\tilde h$ contains no extra term that would enforce this orthogonality.

Q: Must the core orbitals come from a Hartree--Fock calculation?

A: The derivation used their orthonormality and nothing else. Mixing them among themselves changes nothing either. Let $\phi'_k=\sum_i\phi_iW_{ik}$ with $W$ unitary. Then
\begin{equation}
\sum_k\phi'_k(1)\phi'^*_k(2)=\sum_{ij}\phi_i(1)\phi_j^*(2)\sum_kW_{ik}W^*_{jk}
=\sum_i\phi_i(1)\phi^*_i(2).
\end{equation}
Every core sum in \eqref{ecore} and \eqref{dressed} contains the core orbitals through this combination, so $E_{\rm core}$ and $\tilde h$ are invariant. Mixing core with valence orbitals is another matter: it changes the space on which $P$ projects, and in general the energy. The choice of orbitals thus affects the quality of the approximation, not the validity of the algebra.

\section{Where the approximation sits}

Q: You have made no approximation so far. Where is it?

A: In replacing $H$ by $PHP$. Let $Q=1-P$ project on states with at least one vacancy in the core. An eigenstate $\Psi$ of $H$ with energy $E$ obeys
\begin{equation}
PHP\Psi+PHQ\Psi=EP\Psi,\qquad QHP\Psi+QHQ\Psi=EQ\Psi .
\end{equation}
If $E$ is not an eigenvalue of $QHQ$, the second equation gives $Q\Psi=(E-QHQ)^{-1}QHP\Psi$. The first becomes
\begin{equation}
\bigl[PHP+PHQ\,(E-QHQ)^{-1}QHP\bigr]P\Psi=E\,P\Psi .
\label{partition}
\end{equation}
The frozen-core approximation drops the second term in the bracket.

Q: Would a real core not polarize and so weaken the repulsion between valence electrons? You left $(tu|vw)$ unchanged.

A: It would polarize, and that effect is in the dropped term. One valence electron can lift a core electron to an empty orbital, and a second valence electron can bring it back. This is an interaction between the two, transmitted by the core. Its sign is not fixed. The dipole induced by one electron turns its positive end toward that electron, so it weakens the repulsion with a second electron on the same side of the core and strengthens it with one on the opposite side. It passes through a state with a core vacancy, which $P$ excludes.

Q: Can the error have either sign?

A: Not for a total energy. Take the ground state. The frozen-core energy $E_{\rm fc}$ is the minimum of $\langle H\rangle$ over normalized filled-core states. The full energy is the minimum over a larger set, with the same orbitals and electron number. Hence $E_{\rm fc}\ge E$. By the interlacing of eigenvalues the same holds level by level: the $k$-th eigenvalue of $H$ restricted to the filled-core space never lies below the $k$-th eigenvalue of $H$. Energy differences, however, can err in either direction. For weak coupling the size follows from \eqref{partition}. Treat the dropped term to first order in the normalized frozen-core ground state $|c\rangle$:
\begin{equation}
E_{\rm fc}-E\approx\langle c|HQ\,(QHQ-E)^{-1}QH|c\rangle\equiv\frac{\|QH|c\rangle\|^2}{\Delta}.
\label{error}
\end{equation}
The last form defines $\Delta$, a mean energy for exciting the core. The approximation is good if the coupling is small and $\Delta$ is large. It deteriorates when core and valence levels approach each other. States with a core hole, as produced by X-ray absorption, lie outside the filled-core space and cannot be described at all.

\section{Lithium hydride}

Q: Show me numbers for a real molecule.

A: Take LiH at a bond length of 3 bohr in the 6-31G basis, with restricted Hartree--Fock orbitals. There are 11 orbitals and four electrons. Orbital 1, the lithium $1s$ orbital, is frozen; orbital 2 is the occupied valence orbital. With two electrons of each spin there are $55^2=3025$ determinants. Freezing leaves one electron of each spin in ten orbitals, hence $10^2=100$.

For one core orbital the bracket in \eqref{ecore} is $(11|11)$. In hartree,
\begin{equation}
E_{\rm core}=1.000000-9.550297+1.648607=-6.901690 .
\end{equation}
The terms are the nuclear repulsion, $2h_{11}$ and $(11|11)$. The dressed valence integral is
\begin{equation}
\tilde h_{22}=-1.450134+0.683210-0.009438=-0.776362 ,
\end{equation}
from the bare, Coulomb and exchange parts.

Q: Can these be checked against something that knows nothing of frozen cores?

A: Against the Hartree--Fock calculation. Its determinant has both core and valence orbital doubly occupied. For two electrons in orbital 2, $E_{22}$ gives 2. The two-electron operator gives $\frac12\cdot2\,(22|22)$, because the two spin combinations $\sigma\ne\tau$ survive. So
\begin{align}
E_{\rm HF}&=E_{\rm core}+2\tilde h_{22}+(22|22)\nonumber\\
&=-6.901690-1.552724+0.475237=-7.97918\ \text{hartree}.
\end{align}
The self-consistent calculation gives the same value.

The Fock matrix offers a second check. The core part of its Coulomb and exchange sums is already in $\tilde h$, and orbital 2 supplies the rest:
\begin{equation}
F_{2u}=\tilde h_{2u}+2(2u|22)-(22|2u)=\tilde h_{2u}+(2u|22).
\end{equation}
For $u=2$ this is the orbital energy, $-0.77636+0.47524=-0.30112$ hartree, which agrees with the calculated $-0.30113$ within the rounding of the terms. For the lowest empty orbital, $u=3$, the Fock element must vanish. Indeed
\begin{equation}
\tilde h_{23}=0.029231+0.019604-0.005625=0.043210,
\end{equation}
and $(23|22)=-0.043210$ hartree. This tests an off-diagonal element of the dressing, including its exchange part.

Q: The exchange term is tiny. Why not drop it?

A: It is small beside the Coulomb term, but not beside the energies of interest. Diagonalizing \eqref{result} gives $-7.997867$ hartree. Without the exchange part of $\tilde h$ the result is $-7.979051$, higher by 0.0188 hartree. For two electrons in orbital 2 the first-order estimate of this rise is $2\times0.009438=0.0189$ hartree, close to the computed value and slightly above it. The whole correlation energy of the frozen-core calculation is $7.997867-7.979178=0.0187$ hartree, of the same size. The near equality belongs to this basis: in a triple-zeta basis the valence correlation energy grows to 0.036 hartree, while twice the exchange integral stays at 0.018.

Q: And the error of freezing itself?

A: The full configuration-interaction energy in the same basis is $-7.998142$ hartree. The frozen-core energy lies above it by 0.275 millihartree, or 7.5 meV, about 1.4\% of the full correlation energy. The norm of $QH|c\rangle$ is 0.0338 hartree, so \eqref{error} gives
\begin{equation}
\Delta\approx\frac{(0.03379)^2}{0.0002748}\approx4.2\ \text{hartree}.
\end{equation}
For comparison, the core orbital energy follows from the integrals above:
\begin{align}
\varepsilon_1&=h_{11}+(11|11)+2(11|22)-(12|21)\nonumber\\
&=-4.77515+1.64861+0.68321-0.00944=-2.45277\ \text{hartree}.
\end{align}
The value of $\Delta$ lies between $-\varepsilon_1$ and $-2\varepsilon_1$, rough measures of the cost of lifting one core electron and of lifting two. The second is crude: removing both electrons from orbital 1 at fixed orbitals costs $-2\varepsilon_1+(11|11)=6.55$ hartree. Evaluating the resolvent in \eqref{error} directly gives 0.2746 millihartree; the determinants with one core vacancy contribute with an effective gap of 2.6 hartree, those with two with a gap of 5.8 hartree. The coupling is more than a hundred times smaller than $\Delta$. Accordingly, filled-core determinants carry 99.992\% of the full wave function.

Q: An error of 0.275 millihartree may still matter. Does it survive in energy differences?

A: Here, hardly. At 5 bohr the error is 0.266 millihartree. In this basis the energy needed to stretch the bond from 3 to 5 bohr is 35.17 millihartree, and freezing the core changes it by 0.008 millihartree. About 97\% of the error at 3 bohr has cancelled. The missing energy has two parts of about equal size here: determinants with both core electrons lifted, which describe correlation within the lithium core, and determinants with one core vacancy, which describe core--valence correlation and relaxation of the core. Each part accounts for roughly half of the error at both bond lengths, and neither changes much on stretching.

All these errors are relative to full configuration interaction in 6-31G. This basis gives the lithium core a single contracted function and has little freedom for core correlation. The numbers therefore greatly understate the frozen-core error. With cc-pCVTZ on lithium and cc-pVTZ on hydrogen, measured against all-electron CCSD(T), the error at 3 bohr is about 42 millihartree, more than half of the correlation energy. The stretching energy is then 46 millihartree, and freezing the core changes it by 0.8 millihartree. About 98\% of the error still cancels, but the remainder is a hundred times larger than in 6-31G.

\section*{Computed values}
\begin{verbatim}
RANDOM COMPLEX INTEGRALS, 2 core + 3 valence orbitals
valence spin sectors compared: 16
largest matrix-element deviation: 3.6e-14
largest norm of the leakage block: 73.02
LiH, 6-31G, RHF orbitals, lowest orbital frozen
bond length: 3.0 bohr
spatial orbitals: 11
determinants, full / frozen core: 3025 / 100
largest matrix-element deviation: 4.4e-15 hartree
Core constant (hartree)
nuclear repulsion E_nuc: 1.000000
core one-electron part 2 h_11: -9.550297
core repulsion (11|11): 1.648607
E_core: -6.901690
Occupied valence orbital 2, diagonal integrals (hartree)
bare h_22: -1.450134
Coulomb dressing 2(22|11): 0.683210
exchange dressing -(21|12): -0.009438
dressed ht_22: -0.776362
valence repulsion (22|22): 0.475237
Coupling of orbital 2 to lowest empty orbital 3 (hartree)
bare h_23: 0.029231
Coulomb dressing 2(23|11): 0.019604
exchange dressing -(21|13): -0.005625
dressed ht_23: 0.043210
valence integral (23|22): -0.043210
Energies (hartree)
Hartree-Fock from E_core + 2 ht_22 + (22|22): -7.979178
Hartree-Fock from the SCF program: -7.979178
orbital energy from ht_22 + (22|22): -0.301126
orbital energy from the SCF program: -0.301126
frozen-core CI energy: -7.997867
full CI energy: -7.998142
frozen-core CI without exchange dressing: -7.979051
Size of the approximation
frozen-core error: 0.2748 millihartree
frozen-core error converted: 7.477 meV
leakage norm |QH|frozen ground state>|: 0.03379 hartree
filled-core weight in full CI state: 0.9999218
Second bond length: 5.0 bohr
frozen-core CI energy: -7.962701 hartree
full CI energy: -7.962968 hartree
frozen-core error: 0.2664 millihartree
stretching energy, frozen core: 0.035165 hartree
stretching energy, full CI: 0.035174 hartree
error left in the difference: -0.0083 millihartree
\end{verbatim}
